\section*{Errors of the Kohn--Sham and Harris--Foulkes energies before self-consistency, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Hartree atomic units are used. The system is spin-unpolarised. Nuclei of charge $Z_a$ at $\mathbf R_a$ give $v_{\rm ext}=-\sum_a Z_a/|\mathbf r-\mathbf R_a|$ and the repulsion energy $E_{nn}$. Write
\begin{equation}
(a|b)=\iint\frac{a(\mathbf r)\,b(\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad E_{\rm Hxc}[n]=\tfrac12(n|n)+E_{\rm xc}[n],\qquad v_{\rm Hxc}[n]=\frac{\delta E_{\rm Hxc}}{\delta n}.
\end{equation}
In the local density approximation the second derivative of $E_{\rm Hxc}$ is the symmetric kernel
\begin{equation}
K[n](\mathbf r,\mathbf r')=\frac1{|\mathbf r-\mathbf r'|}+f_{\rm xc}(n(\mathbf r))\,\delta(\mathbf r-\mathbf r'),\qquad f_{\rm xc}=\frac{dv_{\rm xc}}{dn},\qquad g_{\rm xc}=\frac{df_{\rm xc}}{dn},
\end{equation}
and $\langle a|K|b\rangle$ denotes the double integral of $aKb$.

One cycle of a self-consistent calculation starts from a density $n_{\rm in}$ and its potential $v_{\rm in}=v_{\rm ext}+v_{\rm Hxc}[n_{\rm in}]$. In a finite basis $\{\phi_\mu\}$ of continuous functions,
\begin{equation}
H_{\mu\nu}=\tfrac12\!\int\!\nabla\phi_\mu^*\!\cdot\!\nabla\phi_\nu+\int\phi_\mu^*v_{\rm in}\phi_\nu,\qquad S_{\mu\nu}=\int\phi_\mu^*\phi_\nu,\qquad Hc_i=\varepsilon_iSc_i,\quad c_i^\dagger Sc_j=\delta_{ij}.
\label{eq:sec}
\end{equation}
For LAPWs, which are continuous in value and slope at the sphere surface, the gradient form of the kinetic matrix equals the Laplacian form, because the surface terms of Green's identity cancel between the two sides. The orbitals are $\psi_i=\sum_\mu c_{\mu i}\phi_\mu$, the output density is $n_{\rm out}=\sum_if_i|\psi_i|^2$, the band energy is $B=\sum_if_i\varepsilon_i$, and the residual is $R=n_{\rm out}-n_{\rm in}$. All densities hold the same number of electrons, so $\int R=0$. The two energy expressions are
\begin{align}
E_{\rm KS}&=B-\int v_{\rm in}n_{\rm out}+\int v_{\rm ext}n_{\rm out}+E_{\rm Hxc}[n_{\rm out}]+E_{nn},\label{eq:ks}\\
E_{\rm HF}&=B-\int v_{\rm Hxc}[n_{\rm in}]\,n_{\rm in}+E_{\rm Hxc}[n_{\rm in}]+E_{nn}.\label{eq:hf}
\end{align}
The subscript HF stands for Harris--Foulkes. Equation \eqref{eq:hf} does not contain $n_{\rm out}$ explicitly: the secular equation enters through $B$ alone. A self-consistent solution has $n_{\rm in}=n_{\rm out}=n_0$, potential $v_0$ and energy $E_0$, which both forms give there. Set $\delta_{\rm in}=n_{\rm in}-n_0$, $\delta_{\rm out}=n_{\rm out}-n_0$, $K_0=K[n_0]$, so that $R=\delta_{\rm out}-\delta_{\rm in}$.

\section{The theorem}

The assumptions are: (i) $n_{\rm in}$ and $n_{\rm out}$ are positive, and the local exchange-correlation function is smooth on the segment $n_{\rm in}+sR$, $0\le s\le1$, as Slater exchange with VWN correlation is at any positive density (a fit joined piecewise, such as Perdew--Zunger correlation at $r_s=1$, is not); (ii) the occupied levels all carry the same $f$ and are separated from the empty ones by a gap.

\medskip\noindent\textit{Theorem.} (A) Under (i), in any basis,
\begin{align}
E_{\rm KS}-E_{\rm HF}&=\tfrac12(R|R)+\int_0^1\!ds\,(1-s)\!\int\! f_{\rm xc}(n_{\rm in}+sR)\,R^2\label{eq:A}\\
&=\tfrac12\langle R|K[n_{\rm in}]|R\rangle+\tfrac16\!\int\! g_{\rm xc}(n_{\rm in})R^3+O(R^4).\label{eq:A2}
\end{align}
(B) Under (i) and (ii), in a basis that does not depend on $v_{\rm in}$,
\begin{equation}
E_{\rm HF}-E_0=\tfrac12\langle\delta_{\rm in}|K_0|R\rangle+O(\delta^3),\qquad E_{\rm KS}-E_0=\tfrac12\langle\delta_{\rm out}|K_0|R\rangle+O(\delta^3).
\label{eq:B}
\end{equation}
(C) Under (i) and (ii), in an LAPW basis whose radial functions are rebuilt from $v_{\rm in}$ at fixed linearization energies, both forms equal $E_0+P+O(\delta^2)$ with the same first-order term
\begin{equation}
P=2\,\mathrm{Re}\sum_if_i\int_{\rm spheres}\delta\psi_i^*\,(h_0-\varepsilon_i)\psi_i,\qquad \delta\psi_i=\sum_\mu c_{\mu i}\,\delta\phi_\mu,\qquad h_0=-\tfrac12\nabla^2+v_0,
\label{eq:C}
\end{equation}
where $\delta\phi_\mu$ is the first-order change of the basis function and $c_i,\varepsilon_i,\psi_i$ are self-consistent values.

The statement that both forms err at second order and differ by a quadratic form in $R$ therefore needs two qualifications. The difference is exactly quadratic only in its Hartree part, and the error is second order only if the basis is fixed or $P$ vanishes.

\section{Lemmas}

\noindent\textit{Lemma 1.} $B-\int v_{\rm in}n_{\rm out}=T$, the kinetic energy $\sum_if_i\tfrac12\int|\nabla\psi_i|^2$ of the output orbitals.

\noindent\textit{Proof.} Multiplying the secular equation by $c_i^\dagger$ gives $\varepsilon_i=c_i^\dagger Hc_i=\tfrac12\int|\nabla\psi_i|^2+\int v_{\rm in}|\psi_i|^2$. Multiply by $f_i$ and sum. $\square$

Hence $E_{\rm KS}=T+\int v_{\rm ext}n_{\rm out}+E_{\rm Hxc}[n_{\rm out}]+E_{nn}$ is the Kohn--Sham orbital functional evaluated at orthonormal trial orbitals. The lemma requires that the potential subtracted be the one that went into $H$, and that $n_{\rm out}$ be built from the same basis. The expression $E_{\rm HF}$ is not of this form, since it combines the output orbitals, through $B$, with terms taken at $n_{\rm in}$.

\medskip\noindent\textit{Lemma 2.} In any basis, along a smooth path $H(s),S(s)$, $dB/ds=\sum_if_i\,c_i^\dagger(H'-\varepsilon_iS')c_i$. In a fixed basis with potential $v_0+s\,\delta v$ and output density $n_s$ this is $dB/ds=\int n_s\,\delta v$.

\noindent\textit{Proof.} Differentiate $(H-\varepsilon_iS)c_i=0$ to get $(H'-\varepsilon_i'S-\varepsilon_iS')c_i+(H-\varepsilon_iS)c_i'=0$. Multiply by $c_i^\dagger$. The last term vanishes because $c_i^\dagger(H-\varepsilon_iS)=0$, and $c_i^\dagger Sc_i=1$ isolates $\varepsilon_i'$. By (ii) the occupations stay fixed. In a fixed basis $S'=0$ and $c_i^\dagger H'c_i=\int|\psi_i|^2\delta v$. $\square$

\medskip\noindent\textit{Lemma 3.} In a fixed basis, with real orbitals for brevity,
\begin{align}
n[v_0+\delta v]&=n_0+\chi_0\delta v+O(\delta v^2),\qquad \chi_0(\mathbf r,\mathbf r')=\sum_{i}^{\rm occ}\sum_a^{\rm empty}2f\,\frac{\psi_i\psi_a(\mathbf r)\,\psi_i\psi_a(\mathbf r')}{\varepsilon_i-\varepsilon_a},\label{eq:chi}\\
B[v_0+\delta v]&=B_0+\int n_0\,\delta v+\tfrac12\langle\delta v|\chi_0|\delta v\rangle+O(\delta v^3),\label{eq:band}
\end{align}
and $\chi_0$ is symmetric and negative semidefinite.

\noindent\textit{Proof.} The self-consistent orbitals are an orthonormal basis of the same space, in which $H={\rm diag}(\varepsilon_j)+V$ with $V_{ji}=\int\psi_j\,\delta v\,\psi_i$. The first-order equation $(H_0-\varepsilon_i)\psi_i^{(1)}=-(V-\varepsilon_i^{(1)})\psi_i$, projected on $\psi_j$ with $j\ne i$, gives $\psi_i^{(1)}=\sum_{j\neq i}\psi_jV_{ji}/(\varepsilon_i-\varepsilon_j)$; normalisation removes the component along $\psi_i$. Then $n^{(1)}=\sum_i2f\psi_i\psi_i^{(1)}$. For two occupied states the terms $(i,j)$ and $(j,i)$ have equal numerators and opposite denominators, so they cancel. This expresses the fact that rotations among equally occupied orbitals leave the density alone, which also makes degeneracies among them harmless. What remains is \eqref{eq:chi}. Insert $n_s=n_0+s\chi_0\delta v+O(s^2)$ in Lemma 2 and integrate $s$ from 0 to 1; $\int_0^1s\,ds=\tfrac12$ gives \eqref{eq:band}. Finally $\langle y|\chi_0|y\rangle=\sum2f\,(\int\psi_i y\psi_a)^2/(\varepsilon_i-\varepsilon_a)\le0$ since $\varepsilon_i<\varepsilon_a$. $\square$

With Fermi smearing the term $-T_eS_e$ of the electronic entropy is added to both forms. It cancels in (A). The band free energy at fixed $N$ is stationary in the occupations, so its derivative is still $\int n_s\delta v$, and (B) holds with the finite-temperature $\chi_0$.

\section{Proofs}

\noindent\textit{Proof of (A).} In \eqref{eq:ks}, $-\int v_{\rm in}n_{\rm out}+\int v_{\rm ext}n_{\rm out}=-\int v_{\rm Hxc}[n_{\rm in}]n_{\rm out}$. Subtract \eqref{eq:hf}. The terms $B$ and $E_{nn}$ cancel, whatever the basis, and
\begin{equation}
E_{\rm KS}-E_{\rm HF}=E_{\rm Hxc}[n_{\rm out}]-E_{\rm Hxc}[n_{\rm in}]-\int v_{\rm Hxc}[n_{\rm in}]\,R .
\end{equation}
Let $F(s)=E_{\rm Hxc}[n_{\rm in}+sR]$. Then $F'(s)=\int v_{\rm Hxc}[n_{\rm in}+sR]R$ and $F''(s)=\langle R|K[n_{\rm in}+sR]|R\rangle$, and the right side is $F(1)-F(0)-F'(0)$. Integration by parts gives
\begin{equation}
\int_0^1(1-s)F''ds=\big[(1-s)F'\big]_0^1+\int_0^1F'ds=-F'(0)+F(1)-F(0).
\end{equation}
The Coulomb part of $F''$ is $(R|R)$, independent of $s$, and $\int_0^1(1-s)ds=\tfrac12$. This is \eqref{eq:A}. Expanding $f_{\rm xc}(n_{\rm in}+sR)=f_{\rm xc}+sRg_{\rm xc}+\dots$ and using $\int_0^1(1-s)s\,ds=\tfrac16$ gives \eqref{eq:A2}. $\square$

The Hartree part is the electrostatic self-energy of the neutral charge $R$ and is never negative. The local kernel is negative (for exchange $v_{\rm x}\propto-n^{1/3}$, so $f_{\rm x}\propto-n^{-2/3}$) and large where the density is low. The sign of the difference is therefore not fixed.

\medskip\noindent\textit{Proof of (B).} Let $w_0=v_{\rm Hxc}[n_0]$ and $\delta v=v_{\rm Hxc}[n_{\rm in}]-w_0$, which is the exact change of potential. The three pieces of \eqref{eq:hf} are
\begin{align}
B&=B_0+\int n_0\delta v+\tfrac12\langle\delta v|\chi_0|\delta v\rangle+O(\delta^3),\\
-\int(w_0+\delta v)(n_0+\delta_{\rm in})&=-\int w_0n_0-\int w_0\delta_{\rm in}-\int n_0\delta v-\int\delta v\,\delta_{\rm in},\\
E_{\rm Hxc}[n_{\rm in}]&=E_{\rm Hxc}[n_0]+\int w_0\delta_{\rm in}+\tfrac12\langle\delta_{\rm in}|K_0|\delta_{\rm in}\rangle+O(\delta^3).
\end{align}
The zeroth-order terms with $E_{nn}$ make $E_0$. The terms $\pm\int w_0\delta_{\rm in}$ cancel, and $\pm\int n_0\delta v$ cancel to all orders, so the second-order part of $\delta v$ is never needed. In the remaining terms $\delta v=K_0\delta_{\rm in}+O(\delta^2)$ suffices, and $-\int\delta v\,\delta_{\rm in}=-\langle\delta_{\rm in}|K_0|\delta_{\rm in}\rangle$. Thus
\begin{equation}
E_{\rm HF}-E_0=\tfrac12\langle\delta_{\rm in}|K_0\chi_0K_0|\delta_{\rm in}\rangle-\tfrac12\langle\delta_{\rm in}|K_0|\delta_{\rm in}\rangle+O(\delta^3).
\label{eq:hf2}
\end{equation}
By Lemma 3, $\delta_{\rm out}=\chi_0K_0\delta_{\rm in}+O(\delta^2)$, so the right side is $\tfrac12\langle\delta_{\rm in}|K_0|\delta_{\rm out}-\delta_{\rm in}\rangle$, the first half of \eqref{eq:B}. Since $R=O(\delta)$ and $K[n_{\rm in}]=K_0+O(\delta)$, part (A) gives $E_{\rm KS}-E_{\rm HF}=\tfrac12\langle R|K_0|R\rangle+O(\delta^3)$. Adding, $\tfrac12\langle\delta_{\rm in}+R|K_0|R\rangle=\tfrac12\langle\delta_{\rm out}|K_0|R\rangle$. $\square$

If $1-\chi_0K_0$ is invertible, $\delta_{\rm in}=-(1-\chi_0K_0)^{-1}R+O(\delta^2)$, and to second order both errors are quadratic forms in $R$ alone. Unlike their difference, these forms need the response function.

\medskip\noindent\textit{Proof of (C).} Now $H'$ in Lemma 2 has a part from the potential, which gives $\int n_0\delta v$ as before, and a part from the basis at fixed $v_0$; $S'$ comes from the basis only. The basis part for state $i$ is
\begin{equation}
2\,\mathrm{Re}\Big[\tfrac12\!\int\!\nabla\delta\psi_i^*\!\cdot\!\nabla\psi_i+\int\delta\psi_i^*(v_0-\varepsilon_i)\psi_i\Big],
\end{equation}
the factor $2\,\mathrm{Re}$ collecting the variations of bra and ket. The plane-wave parts do not depend on the potential, so $\delta\phi_\mu=0$ in the interstitial region. On the sphere surface an LAPW is matched to fixed plane-wave values and a local orbital is held at zero, so $\delta\phi_\mu=0$ there too. Green's identity in the sphere then has no surface term, and $\tfrac12\int\nabla\delta\psi_i^*\cdot\nabla\psi_i=-\tfrac12\int\delta\psi_i^*\nabla^2\psi_i$. Hence $B=B_0+\int n_0\delta v+P+O(\delta^2)$. The other two pieces of $E_{\rm HF}$ do not involve the basis, and their first-order terms cancel as in (B), leaving $P$. The residual is still $O(\delta)$, so by (A) $E_{\rm KS}$ has the same linear term. $\square$

The integrand of \eqref{eq:C} is explicit when the potential in the sphere is spherical. In one angular channel, with $h$ the radial Hamiltonian, let $(h-E_1)u=0$ and $(h-E_2)u_2=0$. Differentiating the first in $E_1$ gives $(h-E_1)\dot u=u$. For $\psi=\alpha u+\beta\dot u+\gamma u_2$, writing $h-\varepsilon=(h-E)+(E-\varepsilon)$ term by term,
\begin{equation}
(h-\varepsilon)\psi=\alpha(E_1-\varepsilon)u+\beta\big[u+(E_1-\varepsilon)\dot u\big]+\gamma(E_2-\varepsilon)u_2 .
\label{eq:res}
\end{equation}
A non-spherical potential adds $v_{\rm ns}\psi$. Since $\delta\psi_i$ vanishes outside the spheres, the integral in \eqref{eq:C} may be extended over the whole cell, with the residual $(h_0-\varepsilon_i)\psi_i$ of the Schr\"odinger equation taken in the interstitial region as well. Over the whole cell, for a basis continuous in value and slope, the secular equation makes this residual orthogonal to every basis function. In that integral a part of $\delta\psi_i$ inside the span of the basis contributes nothing, and $P$ is the product of the residual with the part outside the span. For the LAPWs, which extend beyond the spheres, the orthogonality does not hold for the sphere integral alone, so this split of $P$ refers to the whole cell. The term $P$ vanishes for a complete basis and is of the same nature as a Pulay force.

We have shown that the difference of the two energy forms is given by \eqref{eq:A} in any basis, and that their errors are second order in a fixed basis but share the first-order term $P$ in a rebuilt LAPW basis. What remains is to discuss the signs, limits and failures of these results and the all-electron bookkeeping, and to test them numerically on a model atom.
